# Where the Diamagnetic Energy Resides in Dirac and Two-Component Theory

An electron in a static scalar potential and a weak static magnetic field is described by the Dirac Hamiltonian. In Hartree atomic units, with electron charge $-1$ and the rest energy $c^2$ subtracted,

$$h=\begin{pmatrix}V & c\,\sigma\cdot\pi\\ c\,\sigma\cdot\pi & V-2c^2\end{pmatrix},\qquad \pi=p+A,\qquad B=\nabla\times A .$$

Write $h=h_0+W$, where $h_0$ is the Hamiltonian for $A=0$. The nonrelativistic Hamiltonian of the same electron contains the diamagnetic operator $A^2/2$. The parts below find what takes its place in Dirac theory and what becomes of it when the Hamiltonian is reduced to two components.

The reference state $\psi_0=(\varphi_0,\chi_0)$ is a normalized bound state of positive-energy type, with energy $E_0$. The field does not couple it to any state degenerate with it. Interactions between electrons and radiative corrections are left out. "Leading order" refers to an expansion in $1/c^2$ for fixed $V$, $A$ and $\varphi_0$.

## (a) The second-order energy

**Find the energy to second order in $A$, and give the sign of the contribution of the negative-energy states.**

The perturbation is

$$W=c\,\alpha\cdot A=\begin{pmatrix}0&c\,\sigma\cdot A\\ c\,\sigma\cdot A&0\end{pmatrix}.$$

It is linear in $A$, so $h$ contains no operator whose expectation value is of second order.

Let $|n\rangle$ be the eigenstates of $h_0$. Expand the perturbed state as $|0\rangle+\sum_{n\neq0}a_n|n\rangle+\dots$. The first-order equation, projected on $\langle n|$, reads $(E_n-E_0)a_n+\langle n|W|0\rangle=0$, so $a_n=\langle n|W|0\rangle/(E_0-E_n)$. The second-order equation, projected on $\langle0|$, gives $E_2=\sum_{n\ne0}\langle0|W|n\rangle a_n$. Hence

$$E_2=\sum_{n\neq0}\frac{|\langle n|W|0\rangle|^2}{E_0-E_n}=E_2^{+}+E_2^{-},$$

where the two parts collect the positive-energy and the negative-energy states. For the latter $E_n<E_0$, so every term of $E_2^-$ is positive or zero: these states push the level up.

In the picture of a filled negative-energy sea the electron cannot fall into these states, yet the same term results. Formally, the second-order energy of a set of independent electrons is the sum of $|W_{ai}|^2/(E_i-E_a)$ over occupied $i$ and empty $a$. Adding an electron in state 0 blocks the excitations $m\to0$ out of the sea. The excitations of the added electron itself into empty states give $E_2^+$. The loss of the blocked excitations changes the energy relative to the vacuum further by

$$-\sum_{m<0}\frac{|W_{0m}|^2}{E_m-E_0}=+\sum_{m<0}\frac{|W_{0m}|^2}{E_0-E_m}=E_2^- .$$

## (b) Amplitudes to the negative-energy states

**Express $\langle n|W|0\rangle$ for negative-energy $n$ through two-component functions, and find its leading order.**

For a positive-energy state the lower row of $h_0\psi=E\psi$ is $c\,\sigma\cdot p\,\varphi+(V-2c^2)\chi=E\chi$. Since $2c^2$ dominates $V$ and $E$,

$$\chi=X\varphi,\qquad X=\frac{\sigma\cdot p}{2c}+O(c^{-3}).$$

All positive-energy states have the form $(\varphi,X\varphi)$ with one common operator $X$. The negative-energy states are orthogonal to them and have the form $(-X^\dagger\eta,\eta)$, because

$$-\langle\varphi|X^\dagger\eta\rangle+\langle X\varphi|\eta\rangle=0 .$$

With $W\psi_0=(c\,\sigma\cdot A\,X\varphi_0,\;c\,\sigma\cdot A\,\varphi_0)$ the amplitude is

$$\langle n|W|0\rangle=c\,\langle\eta_n|\,\sigma\cdot A-X\,\sigma\cdot A\,X\,|\varphi_0\rangle .$$

The second term contains two factors $X$ and is smaller than the first by $O(c^{-2})$. At leading order

$$\langle n|W|0\rangle= c\,\langle\eta_n|f\rangle,\qquad f=\sigma\cdot A\,\varphi_0 .$$

The amplitude grows like $c$, which is why remote states can leave a finite contribution.

The sum over $n$ also needs the completeness of the $\eta_n$. The projector on the negative-energy space is

$$P_-=\begin{pmatrix}-X^\dagger\\1\end{pmatrix}(1+XX^\dagger)^{-1}\begin{pmatrix}-X&1\end{pmatrix}.$$

Its lower-lower block is $\sum_n|\eta_n\rangle\langle\eta_n|=(1+XX^\dagger)^{-1}=1+O(c^{-2})$. These estimates hold when the operators act on functions without large weight at momenta of order $c$; $\varphi_0$ and $f$ must be of this kind.

## (c) Denominators and the sum

**Find $E_0-E_n$ for the negative-energy states and evaluate $E_2^-$ at leading order.**

For a negative-energy state $(\xi,\eta)$ the upper row gives $(V-E)\xi=-c\,\sigma\cdot p\,\eta$. Here $V-E\approx2c^2$, so $\xi\approx-\sigma\cdot p\,\eta/2c$. The lower row, $c\,\sigma\cdot p\,\xi+(V-2c^2)\eta=E\eta$, becomes with $(\sigma\cdot p)^2=p^2$

$$\left(-2c^2-\tfrac12p^2+V\right)\eta=E\,\eta .$$

The denominator is therefore $E_0-E_n=2c^2+\Delta_n$, where $\Delta_n$ is the eigenvalue of $\Delta=\tfrac12p^2-V+E_0$. Its mean, weighted by $|\langle\eta_n|f\rangle|^2$, is

$$\bar\Delta=\frac{\langle f|\tfrac12p^2-V+E_0|f\rangle}{\langle f|f\rangle},$$

which is finite as $c$ grows. Then $1/(2c^2+\Delta_n)$ may be replaced by $1/2c^2$, with a relative error of order $\bar\Delta/2c^2$. Completeness gives

$$E_2^-=\frac{c^2}{2c^2}\sum_{n<0}|\langle\eta_n|f\rangle|^2+O(c^{-2})=\tfrac12\langle\varphi_0|(\sigma\cdot A)^2|\varphi_0\rangle+O(c^{-2}).$$

From $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ follows $(\sigma\cdot A)^2=A^2+i\sigma\cdot(A\times A)=A^2$, since the components of $A(r)$ commute. Thus

$$E_2^-=\langle\varphi_0|\tfrac12A^2|\varphi_0\rangle+O(c^{-2}).$$

The factor $c^2$ from the two amplitudes cancels the $c^2$ of the denominator, and the 2 in $2c^2$ is the 2 in $A^2/2$.

The sum also shows what a finite basis must provide. If the lower-component functions span a space with projector $Q$, the $\eta_n$ are complete in that space at most, and the leading result is $\tfrac12\langle f|Q|f\rangle\le\tfrac12\langle f|f\rangle$. A basis whose lower functions cannot represent $\sigma\cdot A\,\varphi_0$ loses part of the diamagnetic energy.

## (d) The positive-energy states

**Which operator do the positive-energy states see at leading order? Is the split $E_2=E_2^++E_2^-$ independent of gauge?**

Between two positive-energy states

$$\langle k|W|0\rangle=c\,\langle\varphi_k|\sigma\cdot A\,X+X^\dagger\sigma\cdot A|\varphi_0\rangle=\tfrac12\langle\varphi_k|\sigma\cdot A\,\sigma\cdot p+\sigma\cdot p\,\sigma\cdot A|\varphi_0\rangle+O(c^{-2}).$$

The products are $\sigma\cdot A\,\sigma\cdot p=A\cdot p+i\sigma\cdot(A\times p)$ and $\sigma\cdot p\,\sigma\cdot A=p\cdot A+i\sigma\cdot(p\times A)$. Acting on a function, $p=-i\nabla$ gives $p\times A=-i(\nabla\times A)-A\times p$. The terms with $A\times p$ cancel, and $i\cdot(-i)\,\sigma\cdot B=\sigma\cdot B$ remains. The operator is

$$h_1=\tfrac12(A\cdot p+p\cdot A)+\tfrac12\sigma\cdot B ,$$

the paramagnetic coupling of the nonrelativistic theory. Together with (c), the Dirac sum reproduces the nonrelativistic second-order energy.

The split depends on the gauge. For $A\to A+\nabla g$ one has $h(A+\nabla g)=e^{-ig}h(A)e^{ig}$, because $e^{-ig}p\,e^{ig}=p+\nabla g$. The total energy is unchanged, while $\langle A^2/2\rangle$ changes in general. The positive-energy sum must compensate.

## (e) One-electron atoms in a uniform field

**For the 1s state with $m=\tfrac12$, a point nucleus of charge $Z$ and $A=\tfrac12B\times r$ with $B$ along $z$, find the leading $E_2^-$, its division between $s_{1/2}$ and $d_{3/2}$ intermediate states, and the mean denominator. Compare with the Dirac sums.**

*Energy.* Here $A=\tfrac B2(-y,x,0)$ and $A^2=\tfrac{B^2}4(x^2+y^2)$. With $\varphi_0\propto e^{-Zr}$,

$$\langle r^2\rangle=4Z^3\int_0^\infty r^4e^{-2Zr}dr=4Z^3\frac{24}{(2Z)^5}=\frac3{Z^2},\qquad \langle x^2+y^2\rangle=\tfrac23\langle r^2\rangle=\frac2{Z^2}.$$

Hence $E_2^-=\tfrac12\cdot\tfrac{B^2}4\cdot\tfrac2{Z^2}=B^2/(4Z^2)$.

*Division.* On spin up, $\sigma_x\!\uparrow\,=\,\downarrow$ and $\sigma_y\!\uparrow\,=i\!\downarrow$, so

$$f=\tfrac B2(x\sigma_y-y\sigma_x)\varphi_0\!\uparrow\;=\tfrac{iB}2(x+iy)\varphi_0\!\downarrow .$$

This is a p function of the type $Y_{11}\!\downarrow$. Lowering $Y_{11}\!\uparrow$, the $p_{3/2}$ state with $m=\tfrac32$, gives $\sqrt3\,|p_{3/2},\tfrac12\rangle=\sqrt2\,Y_{10}\!\uparrow+Y_{11}\!\downarrow$. So $f$ has weight $\tfrac13$ in $p_{3/2}$ and $\tfrac23$ in $p_{1/2}$. A $p_{1/2}$ lower component belongs to $s_{1/2}$ Dirac states, and a $p_{3/2}$ lower component to $d_{3/2}$ states. With the common denominator $2c^2$, the shares of the energy are two thirds and one third.

*Mean denominator.* The radial function of $f$, multiplied by $r$, is $u=r^2e^{-Zr}$ with $l=1$, and

$$\int u^2dr=\frac{24}{(2Z)^5}=\frac3{4Z^5}.$$

From $u'=(2r-Zr^2)e^{-Zr}$,

$$\int u'^2dr=\frac{1}{Z^3}-\frac{3}{2Z^3}+\frac{3}{4Z^3}=\frac1{4Z^3},\qquad \int\frac{2u^2}{r^2}dr=\frac1{2Z^3}.$$

The kinetic energy is half their sum, $3/(8Z^3)$, divided by the norm: $Z^2/2$. Likewise $\int(Z/r)u^2dr=3/(8Z^3)$, so $\langle-V\rangle=Z^2/2$. With $E_0=-Z^2/2$,

$$\bar\Delta=\frac{Z^2}2+\frac{Z^2}2-\frac{Z^2}2=\frac{Z^2}2 .$$

*Dirac sums.* The numerical check diagonalizes the radial Dirac Hamiltonian in a finite basis and sums over its states. All values of $E_2$ are coefficients of $B^2$ in atomic units.

| $Z$ | $E_2^-$ | $1/(4Z^2)$ | $s_{1/2}$ share | $\bar\Delta$ (hartree) |
|---|---|---|---|---|
| 1 | 0.249982 | 0.25 | 0.6667 | 0.500 |
| 5 | 0.009982 | 0.01 | 0.6664 | 12.50 |
| 10 | 0.002482 | 0.0025 | 0.6658 | 50.02 |

For hydrogen $\bar\Delta$ is to be compared with $2c^2=37557.7$ hartree. The relative deficit of $E_2^-$ from its limit is $7.10\times10^{-5}$ for $Z=1$ and $7.08\times10^{-3}$ for $Z=10$. In both cases this is about $1.33\,Z^2/c^2$, a coefficient found numerically. The denominators account for $\bar\Delta/2c^2=0.25\,Z^2/c^2$ of it. The remainder, about $1.08\,Z^2/c^2$, lies in the summed squared amplitudes.

The positive-energy sum is tiny: about $-4\times10^{-10}$ for $Z=1$ and $-4\times10^{-8}$ for $Z=10$. These small numbers are sensitive to the basis: the one used here gives $-4.5\times10^{-10}$ and $-4.5\times10^{-8}$, while bases with tighter functions near the nucleus settle at $-4.1\times10^{-10}$ and $-4.0\times10^{-8}$, a shift of 10 to 13 per cent. The smallness of the sum follows from (d). In this gauge $\nabla\cdot A=0$ and $A\cdot p=\tfrac12B\cdot(r\times p)=\tfrac12B\cdot L$, so $h_1=\tfrac12B\cdot(L+\sigma)$. The nonrelativistic 1s function is an eigenfunction of this operator, and the amplitudes to other states start at $O(c^{-2})$. Their squares contribute at $O(c^{-4})$.

With the magnetizability $\xi$ defined by $E=\dots-\tfrac12\xi B^2$, hydrogen has $\xi=-2E_2=-0.49996$ a.u., or $-3.945\times10^{-29}$ J/T². This value is for an infinitely heavy point nucleus without radiative corrections. In the gauge used here, nearly all of it comes from negative-energy states.

## (f) Field-free decoupling followed by a field-dependent rotation

**Let $h_0$ be decoupled exactly without the field, and $W$ be transformed with it. Where is the diamagnetic energy now, and what remains if the blocks coupling positive and negative states are dropped?**

Use the eigenstates of $h_0$, with $p,q$ for positive and $m$ for negative energies. The transformed $W$ has an even part, within each class, and an odd part $W_o$ with elements $W_{pm}$ and $W_{mp}$. The positive block $W_{++}$ is linear in $A$ and yields $E_2^+$ alone. The diamagnetic energy sits in the odd blocks, and dropping them loses it.

To keep it, remove the odd part by a further rotation $e^{-G}he^{G}$ with $G$ anti-Hermitian and odd, $G=G_1+G_2+\dots$ in orders of the field. Such a rotation does not turn the positive states among themselves beyond what decoupling requires; it is called canonical here. Expanding,

$$e^{-G}he^{G}=h+[h,G]+\tfrac12[[h,G],G]+\dots$$

In first order the odd part must vanish: $W_o+[h_0,G_1]=0$. Its elements give $W_{mp}+(E_m-E_p)G_{mp}=0$, so

$$G_{mp}=\frac{W_{mp}}{E_p-E_m},\qquad G_{pm}=-G_{mp}^*=-\frac{W_{pm}}{E_p-E_m}.$$

In second order the even terms are $[W_o,G_1]+\tfrac12[[h_0,G_1],G_1]$; the term $[h_0,G_2]$ is odd. Inserting $[h_0,G_1]=-W_o$ leaves $\tfrac12[W_o,G_1]$, whose positive block is

$$\big(h^{(2)}_{++}\big)_{pq}=\tfrac12\sum_{m<0}W_{pm}W_{mq}\left[\frac1{E_p-E_m}+\frac1{E_q-E_m}\right].$$

For $p=q=0$ the bracket is $2/(E_0-E_m)$, and

$$\langle0|h^{(2)}_{++}|0\rangle=\sum_{m<0}\frac{|W_{m0}|^2}{E_0-E_m}=E_2^- .$$

This equality involves no expansion in $1/c$. What was a sum over negative-energy states in the four-component theory has become an expectation value in the two-component theory. At leading order, inserting $2c^2$ and $W_{-+}\approx c\,\sigma\cdot A$ turns the operator into $c^2(\sigma\cdot A)^2/2c^2=A^2/2$.

The program tests this for hydrogen with finite fields, taking the part of the energy even in $B$ and dividing by $B^2$. The canonically decoupled block has the expectation value 0.249982, equal to $E_2^-$ at this precision. With the odd blocks dropped, the lowest energy gives a value below $10^{-9}$ in magnitude in place of 0.25. The undecoupled four-component matrix at $B=0.01$ gives 0.249958, which is $2.4\times10^{-5}$ below the second-order value. The even part divided by $B^2$ is $E_2+E_4B^2+\dots$, so this difference comes from the fourth and higher orders in the field. The matrix contains only the $s_{1/2}$ and $d_{3/2}$ channels, which are all that $E_2$ needs. Other channels, such as $d_{5/2}$, enter at fourth order, so the difference is not a converged value: with $d_{5/2}$ included it grows to about $2.8\times10^{-5}$, in line with the nonrelativistic coefficient $E_4=-53/192$.

## (g) One-step decoupling in the presence of the field

**Let the decoupling operator depend on $A$ from the start. Where does the diamagnetic term appear, and is its expectation value the same as in (f)?**

With the field included, the lower row gives $\chi=X(A)\varphi$ with $X(A)=\sigma\cdot\pi/2c+O(c^{-3})$. Insertion in the upper row, $V\varphi+c\,\sigma\cdot\pi\,\chi=E\varphi$, yields

$$h_{++}=V+\tfrac12(\sigma\cdot\pi)^2+O(c^{-2}).$$

The normalization $\langle\varphi|1+X^\dagger X|\varphi\rangle=1$ differs from that of $\varphi$ alone by $O(c^{-2})$ and alters $h_{++}$ at that order. Expanding the square and using (c) and (d),

$$\tfrac12(\sigma\cdot\pi)^2=\tfrac12p^2+\tfrac12(A\cdot p+p\cdot A)+\tfrac12\sigma\cdot B+\tfrac12A^2 .$$

The diamagnetic term now stands explicitly in the kinetic operator. It enters through the field dependence of $X$: each of the two factors $\sigma\cdot\pi$ supplies one $\sigma\cdot A$. If $X$ is frozen at its field-free form, this second-order term is missing from the transformed positive block, which is the truncation of (f).

The two routes agree at leading order but differ at $O(c^{-2})$. The one-step transformation is generated by an odd matrix relative to the original upper and lower components, with lower-left element $\sigma\cdot\pi/2c$ at leading order. The route of (f) is a product $e^{G_0}e^{G'}$, whose odd generators have the elements $\sigma\cdot p/2c$ and $\sigma\cdot A/2c$. Since

$$e^{G_0}e^{G'}=\exp\left(G_0+G'+\tfrac12[G_0,G']+\dots\right),$$

the product contains in addition an even rotation, with positive block

$$\tfrac12[G_0,G']_{++}=-\frac{[\sigma\cdot p,\sigma\cdot A]}{8c^2}.$$

The one-step block is therefore $e^{-K}h_{++}e^{K}$, where $h_{++}$ is the canonical block and $K=[\sigma\cdot p,\sigma\cdot A]/8c^2$ at first order in the field. At leading order this shifts the second-order expectation value by $\langle[h_1,K]\rangle$, which is $O(c^{-2})$ in general and vanishes when $\varphi_0$ is an eigenfunction of $h_1$, as for the 1s state in (e). A unitary rotation leaves the energy unchanged, so the response to the first-order operator shifts by the opposite amount.

The program tests the limit $A^2/2$ and the order $c^{-2}$ of the differences, though not the form of $K$, with Hermitian $6\times6$ matrices in place of $V$, $\sigma\cdot p$ and $\sigma\cdot A$. The matrix standing for $A^2/2$ has norm 1.02. The second-order block from one-step decoupling differs from it by $2.55\times10^{-4}$ in norm at $c=50$ and by $6.37\times10^{-5}$ at $c=100$. The expectation value differs from the negative-energy sum by $-7.13\times10^{-6}$ and $-1.78\times10^{-6}$. Both differences fall by a factor of four when $c$ doubles, as $c^{-2}$ requires.

A quoted "diamagnetic part" of a two-component calculation thus depends on the gauge at leading order, and in general on the decoupling scheme at relative order $c^{-2}$. The total second-order energy depends on neither, provided the field dependence of the decoupling is kept and the basis is adequate.

## Numbers as computed

```
speed of light c = 137.035999 a.u.; 2c^2 = 37557.730 hartree
One-electron atoms, 1s, m=1/2; E2 = coefficient of B^2 in the energy (a.u.)
Z=1: E0 = -0.5000067 hartree (exact -0.5000067)
  first-order energy / B = 0.4999911 a.u.
  E2 negative states = 0.24998225; <A^2/2>/B^2 limit = 0.25000000
  E2 positive states = -4.53e-10
  s1/2 share of E2 negative = 0.66666
  mean denominator minus 2c^2 = 0.5000 hartree
  relative deviation from limit = 7.100e-05
  deviation * c^2/Z^2 = 1.333
Z=5: E0 = -12.5041641 hartree (exact -12.5041630)
  first-order energy / B = 0.4997780 a.u.
  E2 negative states = 0.00998226; <A^2/2>/B^2 limit = 0.01000000
  E2 positive states = -1.13e-08
  s1/2 share of E2 negative = 0.66644
  mean denominator minus 2c^2 = 12.5014 hartree
  relative deviation from limit = 1.774e-03
  deviation * c^2/Z^2 = 1.332
Z=10: E0 = -50.0667973 hartree (exact -50.0667420)
  first-order energy / B = 0.4991112 a.u.
  E2 negative states = 0.00248230; <A^2/2>/B^2 limit = 0.00250000
  E2 positive states = -4.54e-08
  s1/2 share of E2 negative = 0.66578
  mean denominator minus 2c^2 = 50.0248 hartree
  relative deviation from limit = 7.079e-03
  deviation * c^2/Z^2 = 1.329
deviation ratio Z=10 to Z=5 = 3.991
hydrogen magnetizability = -0.499964 a.u. = -3.94524e-29 J/T^2
Hydrogen, finite fields B = 0.01 and 0.02 a.u. (decoupled block)
  E2 from full Dirac matrix = 0.249958 a.u.
  E2 with odd block dropped = -5.1e-10 a.u.
  <0|second-order decoupled block|0> = 0.249982 a.u.
Matrix model, c = 50: norm of A^2/2 = 1.0214
  error of first-order block = 1.88e-04; of second-order block = 2.55e-04
  one-step expectation minus negative-state sum = -7.13e-06
Matrix model, c = 100: norm of A^2/2 = 1.0214
  error of first-order block = 4.69e-05; of second-order block = 6.37e-05
  one-step expectation minus negative-state sum = -1.78e-06
error ratios on doubling c = 3.999, 3.999, 4.002
```
